# Lattice contribution to the static permittivity as a zone-centre mode sum, part 1

(Sections cited here and not found follow in the second part.)

## 1. From one ionic oscillator to the response of a crystal

### What dimensions and symmetry fix

Let a static electric field act on an insulating crystal, and let one vibration of the unit cell respond. Describe it by a charge \(q\), a mass \(\mu\) and a circular frequency \(\omega\). The cell has volume \(\Omega\), and SI units bring in the vacuum permittivity \(\varepsilon_0\). The added relative permittivity \(\Delta\varepsilon\) is dimensionless, so it can depend only on dimensionless products

\[
q^{a}\mu^{b}\omega^{c}\Omega^{d}\varepsilon_0^{f}.
\]

In terms of mass, length, time and current, \(q\) has dimension \(IT\) and \(\varepsilon_0\) has dimension \(I^2T^4M^{-1}L^{-3}\). Setting each total exponent to zero gives

\[
a+2f=0,\qquad b-f=0,\qquad 3d-3f=0,\qquad a-c+4f=0 .
\]

Hence \(a=-2f\), \(b=f\), \(d=f\) and \(c=2f\). There is one independent product; with \(f=-1\) it is

\[
x=\frac{q^2}{\varepsilon_0\Omega\,\mu\omega^2},\qquad \Delta\varepsilon=g(x).
\]

The function \(g\) follows from how polarization is defined. Polarization is dipole moment per volume. If \(q\), \(\mu\), \(\omega\) and the macroscopic field are given, the dipole of one cell does not depend on \(\Omega\), so \(\Delta\varepsilon\) is proportional to \(1/\Omega\). Since \(x\) is too, \(g(x)=c_0x\) with a pure number \(c_0\).

Symmetry adds two facts. First, a vibration pattern and its negative are the same mode. Reversing the pattern reverses its dipole, so the response must be even in the mode charge, as \(q^2\) is. In three dimensions the charge becomes a vector \(\mathbf q\), and the response to a field is a second-rank tensor. The square is therefore replaced by the product \(q_\alpha q_\beta\). Second, in a crystal with an inversion centre, a mode that is even under inversion cannot have a dipole linear in its amplitude, because the dipole is odd. Such a mode has zero charge and drops out.

What remains is to find \(c_0\), to say what charge, mass and frequency mean when many ions and the electrons move together, and to find how several modes combine.

### One oscillator

Take a charge \(q\) on a spring of stiffness \(k=\mu\omega^2\), one per cell, displaced by \(u\) along a field \(E\). Its energy in the field is

\[
F(u,E)=\tfrac12\mu\omega^2u^2-quE .
\]

The second term is negative when the charge moves with the electric force. At rest \(\partial F/\partial u=0\), so

\[
\mu\omega^2u=qE,\qquad u=\frac{qE}{\mu\omega^2}.
\]

The polarization is \(P=qu/\Omega\). With \(D=\varepsilon_0E+P=\varepsilon_0\varepsilon E\),

\[
\varepsilon-1=\frac{P}{\varepsilon_0E}=\frac{q^2}{\varepsilon_0\Omega\mu\omega^2},
\]

and therefore \(c_0=1\).

The charge enters twice: once in the force that the field exerts, once in the dipole that the displacement produces. The frequency enters through the stiffness. In the limit \(\omega\to\infty\) at fixed \(q\) and \(\mu\), the ion is held rigidly and the contribution vanishes. As \(\omega\to0\) it grows without bound, and the harmonic description eventually fails.

Here \(E\) is the macroscopic field, meaning the average over a cell, and \(\omega\) must be the frequency of free vibration when this average field is held at zero. The microscopic field at an ion also contains rapidly varying parts due to the other ions. For a rigid charge these belong to the stiffness. When electrons polarize as well, they also change the effective charge, as the shell model below shows. With stiffness and charge both defined at zero average field, no separate local-field factor is to be added.

### Two ions in the cell

Let ions of masses \(M_1\) and \(M_2\) have charges \(+Z\) and \(-Z\), and let a spring \(k\) join them. A common displacement costs no energy and makes no dipole. The energy is

\[
F=\tfrac12k(u_1-u_2)^2-Z(u_1-u_2)E .
\]

Minimizing with respect to the relative displacement gives \(u_1-u_2=ZE/k\) and

\[
\Delta\varepsilon=\frac{Z^2}{\varepsilon_0\Omega k}.
\]

No mass appears. To write the same result with a vibration, use mass-weighted coordinates \(w_i=\sqrt{M_i}\,u_i\). Put \(M=M_1+M_2\). Rigid translation has the normalized pattern \((\sqrt{M_1},\sqrt{M_2})/\sqrt M\). The optical pattern is orthogonal to it:

\[
e=\left(\sqrt{\frac{M_2}{M}},\;-\sqrt{\frac{M_1}{M}}\right).
\]

For unit amplitude in this pattern the displacements are \(u_i=e_i/\sqrt{M_i}\). The dipole for unit amplitude is the mass-weighted mode charge

\[
\tilde Z=Z\left(\frac{e_1}{\sqrt{M_1}}-\frac{e_2}{\sqrt{M_2}}\right)
=Z\,\frac{M_2+M_1}{\sqrt{M_1M_2M}}
=\frac{Z}{\sqrt{\mu}},\qquad \mu=\frac{M_1M_2}{M}.
\]

The relative displacement for unit amplitude is \(1/\sqrt\mu\), by the same algebra without the factor \(Z\). The elastic energy is then \(\tfrac12k/\mu\), which equals \(\tfrac12\omega^2\) in mass-weighted coordinates, so \(\omega^2=k/\mu\). Thus

\[
\frac{\tilde Z^2}{\varepsilon_0\Omega\omega^2}
=\frac{Z^2/\mu}{\varepsilon_0\Omega\,k/\mu}
=\frac{Z^2}{\varepsilon_0\Omega k}.
\]

The two routes agree. In the limit \(M_2\to\infty\), \(\mu\to M_1\) and the single oscillator returns. The unit of \(\tilde Z\) is charge divided by the square root of mass. This is why the formula with \(\tilde Z^2/\omega^2\) shows no mass: the mass is inside the charge.

### Electrons that follow the ions

When an ion moves, the electrons rearrange and carry dipole with them. They also respond when the ions are held fixed. A small model shows both effects. Let an ion core have charge \(X\) and displacement \(u\), and let its electrons be a massless shell with charge \(Y\) and displacement \(s\). The rest of the cell is a fixed frame. With spring \(K\) from core to frame, \(k_s\) from core to shell and \(a\) from shell to frame,

\[
G=\tfrac12Ku^2+\tfrac12k_s(s-u)^2+\tfrac12as^2-(Xu+Ys)E .
\]

The shell settles at its minimum for each \(u\) and \(E\), provided \(k_s+a>0\):

\[
k_s(s-u)+as=YE,\qquad s=\frac{k_su+YE}{k_s+a}.
\]

The dipole becomes

\[
p=Xu+Ys=Z^*u+\frac{Y^2}{k_s+a}E,\qquad
Z^*=X+\frac{Yk_s}{k_s+a}.
\]

The first term defines the Born charge \(Z^*\), the dipole produced per unit ionic displacement at zero field. The second is the electronic response with clamped ions.

The force on the core is \(f=-Ku+k_s(s-u)+XE\). From the solution for \(s\),

\[
s-u=\frac{-au+YE}{k_s+a},
\]

so

\[
f=-Cu+Z^*E,\qquad C=K+\frac{k_sa}{k_s+a}.
\]

The same \(Z^*\) gives the force per unit field. At equilibrium \(u=Z^*E/C\), and the total dipole is

\[
p=\left(\frac{Z^{*2}}{C}+\frac{Y^2}{k_s+a}\right)E .
\]

The lattice and electronic parts add, but the electrons have altered the charge and the stiffness in the lattice part.

Three limits are instructive. For \(k_s\to\infty\) the shell is locked to its core. Then \(Z^*\to X+Y\), \(C\to K+a\), and the electronic term vanishes. For \(a\to\infty\) the shell is locked to the frame, and \(Z^*\to X\). For negative \(a\) with \(k_s+a>0\), and with \(C>0\) so that the core is stable too, the ratio \(k_s/(k_s+a)\) exceeds one: the shell moves further than the core. The Born charge can then exceed the net ionic charge in magnitude, so it is not a count of the electrons belonging to an ion.

### The general enthalpy

Now let a cell contain \(N\) ions and collect their \(3N\) displacements in a column \(u\). Every cell is displaced alike, which is what a zone-centre displacement means. The cell shape is held fixed. The crystal is an insulator in a stable equilibrium, and the field is weak.

Let \(s\) denote all electronic variables. The energy per cell at fixed macroscopic field is \(G(u,s,\mathbf E)=U(u,s)-\mathbf E\cdot\mathbf p(u,s)\), where \(\mathbf p\) is the cell dipole, whose changes give the changes of polarization. The vacuum field energy is left out because it is independent of \(u\) and \(s\). In an extended insulator this describes the state that develops smoothly from the zero-field ground state; field-induced tunnelling between bands is neglected.

Let \(F(u,\mathbf E)\) be the stationary value of \(G\) over \(s\). When \(\mathbf E\) changes, \(s\) changes too, but \(\partial G/\partial s=0\) removes that contribution:

\[
\frac{\partial F}{\partial E_\alpha}
=\frac{\partial G}{\partial E_\alpha}
+\frac{\partial G}{\partial s}\frac{\partial s}{\partial E_\alpha}
=-p_\alpha .
\]

Expand \(F\) to second order around equilibrium. The term linear in \(u\) vanishes because no ion feels a force there:

\[
F=F_0-\mathbf p_0\cdot\mathbf E+\tfrac12u^TCu-u^TZ\mathbf E
-\tfrac12\varepsilon_0\Omega\,\mathbf E^T\chi_\infty\mathbf E .
\]

\(C\) is the \(3N\times3N\) force-constant matrix at zero field, \(Z\) the \(3N\times3\) matrix of Born charges, and \(\chi_\infty\) the electronic susceptibility with clamped ions. Any spontaneous dipole \(\mathbf p_0\) is a constant that does not enter the response.

Differentiation gives the change of dipole and the forces:

\[
\mathbf p-\mathbf p_0=Z^Tu+\varepsilon_0\Omega\chi_\infty\mathbf E,\qquad
f=-\frac{\partial F}{\partial u}=-Cu+Z\mathbf E .
\]

For ion \(k\), displacement direction \(\beta\) and dipole direction \(\alpha\), both equations contain the same number,

\[
Z_{k\beta,\alpha}=\frac{\partial p_\alpha}{\partial u_{k\beta}}
=\frac{\partial f_{k\beta}}{\partial E_\alpha}
=-\frac{\partial^2F}{\partial u_{k\beta}\,\partial E_\alpha}.
\]

The shell model showed this equality for one ion. Here it follows from the equality of mixed second derivatives.

### Translation and the static solution

Move all ions by the same vector \(\mathbf t\). The electrons follow, and the internal energy does not change. The dipole changes by the total charge times \(\mathbf t\), which is zero for a neutral cell. Thus \(F\) is unchanged for every \(\mathbf t\) and \(\mathbf E\). If \(T\) is the \(3N\times3\) matrix that assigns \(\mathbf t\) to every ion, then

\[
CT=0,\qquad T^TZ=0,\qquad\text{that is}\qquad
\sum_kZ_{k\beta,\alpha}=0 .
\]

The first relation gives three zero-frequency acoustic modes. The second says that a uniform field exerts no net force on the cell.

At equilibrium in the field,

\[
Cu=Z\mathbf E .
\]

\(C\) has no ordinary inverse, because translations cost nothing. The equation is nevertheless soluble: the right side is orthogonal to translations, and stability makes \(C\) positive on all other displacements. The solution is unique up to a translation, which adds no dipole since \(Z^TT=0\). Write \(C^{-1}\) for the inverse on the space orthogonal to translations. Then

\[
\mathbf P-\mathbf P_0=\frac1\Omega\left(Z^TC^{-1}Z+\varepsilon_0\Omega\chi_\infty\right)\mathbf E .
\]

The slope of \(\mathbf D=\varepsilon_0\mathbf E+\mathbf P\) with respect to \(\mathbf E\), divided by \(\varepsilon_0\), is the static permittivity:

\[
\varepsilon_{\rm s}=\varepsilon_\infty+\frac{1}{\varepsilon_0\Omega}Z^TC^{-1}Z,
\qquad \varepsilon_\infty=1+\chi_\infty .
\]

For two ions this reproduces the earlier case. There \(Z\) has entries \(+Z\) and \(-Z\), and \(Cu=ZE\) reads \(k(u_1-u_2)=ZE\), with the second row its negative. The dipole is \(Z(u_1-u_2)=Z^2E/k\), as before.

The lattice part cannot be negative along any direction \(\mathbf n\), because \(\mathbf n^TZ^TC^{-1}Z\mathbf n\) is a positive quadratic form in the vector \(Z\mathbf n\). It is zero when \(Z\mathbf n=0\), that is, when the field exerts no force on any ion.

## 2. The mode sum, a worked crystal and the limits of the result

The first half used ionic displacements \(u\), the zero-field force constants \(C\), the Born charges \(Z\), the cell volume \(\Omega\) and the clamped-ion permittivity \(\varepsilon_\infty\). It found force balance \(Cu=Z\mathbf E\), an induced lattice dipole \(Z^Tu\), and

\[
\Delta\varepsilon=\varepsilon_{\rm s}-\varepsilon_\infty=\frac{1}{\varepsilon_0\Omega}Z^TC^{-1}Z .
\]

Translations are excluded from the inverse; they carry no dipole because the Born charges sum to zero.

### Turning the inverse into modes

Let \(M\) be the diagonal matrix of ionic masses, each repeated three times. Free vibration at zero macroscopic field obeys \(M\ddot u=-Cu\). With \(w=M^{1/2}u\) this becomes \(\ddot w=-\mathcal Dw\), where

\[
\mathcal D=M^{-1/2}CM^{-1/2},\qquad
\mathcal De_m=\omega_m^2e_m,\qquad e_m^Te_n=\delta_{mn}.
\]

\(\mathcal D\) is real and symmetric, so its eigenvectors form a complete orthonormal set. Write \(u=M^{-1/2}\sum_mQ_me_m\), insert it in \(Cu=Z\mathbf E\), and multiply by \(M^{-1/2}\):

\[
\sum_m\omega_m^2Q_me_m=M^{-1/2}Z\mathbf E .
\]

Projection on \(e_m\) separates the modes:

\[
\omega_m^2Q_m=\tilde{\mathbf Z}_m\cdot\mathbf E,\qquad
\tilde Z_{m\alpha}=\sum_{k\beta}\frac{Z_{k\beta,\alpha}\,e_{m,k\beta}}{\sqrt{M_k}} .
\]

An acoustic eigenvector is proportional to \(\sqrt{M_k}\) times a common vector. The masses cancel in its mode charge, and the sum of Born charges makes it zero. Its equation reads \(0=0\), and it can be omitted. For an optical mode \(Q_m=\tilde{\mathbf Z}_m\cdot\mathbf E/\omega_m^2\). The dipole is \(Z^Tu=\sum_m\tilde{\mathbf Z}_mQ_m\), so

\[
\boxed{\;\varepsilon_{{\rm s},\alpha\beta}=\varepsilon_{\infty,\alpha\beta}
+\frac{1}{\varepsilon_0\Omega}\sum_{m}^{\rm optical}
\frac{\tilde Z_{m\alpha}\tilde Z_{m\beta}}{\omega_m^2}\;}
\]

With one mode this is the oscillator result. For degenerate modes the eigenvectors may be rotated among themselves, which changes each charge but not the sum: if \(\tilde{\mathbf Z}'_m=\sum_nO_{mn}\tilde{\mathbf Z}_n\) with orthogonal \(O\), then \(\sum_m\tilde{\mathbf Z}'_m\tilde{\mathbf Z}'^T_m=\sum_n\tilde{\mathbf Z}_n\tilde{\mathbf Z}_n^T\). In a cubic crystal this sum is isotropic, and each diagonal element is one third of its trace.

A mode charge in units of \(e\) needs a mode mass beside it. Define

\[
\frac1{\mu_m}=\sum_{k\beta}\frac{e_{m,k\beta}^2}{M_k},\qquad
\bar{\mathbf Z}_m=\sqrt{\mu_m}\,\tilde{\mathbf Z}_m .
\]

This is the charge for a displacement pattern whose squared components sum to one. The summand is then \(\bar Z_{m\alpha}\bar Z_{m\beta}/(\mu_m\omega_m^2)\).

The lattice part of the static permittivity is now a sum over optical modes, each fixed by its mode charge and its frequency at zero macroscopic field. It remains to test this sum on a model crystal with six ions and to find where the result stops.
